# Semiclassical Limit of Clebsch-Gordan Coefficients and Line Strengths

When a large angular momentum $j$ is coupled to a small one $k$, the coupling coefficient tends to an element of a rotation matrix of the small one:

$$
\langle j\,m;k\,q\,|\,j+p,\,m+q\rangle = d^{k}_{qp}(\theta)+O(1/N),\qquad \cos\theta=\frac{m}{N},\quad N=j+\tfrac12 .
$$

Here $k$ is a fixed integer or half-integer, $q$ and $p$ take the values $-k,\dots,k$, and $j\to\infty$ while $\theta$ stays in a closed interval inside $(0,\pi)$. The rotation matrix is

$$
d^{k}_{qp}(\theta)=\langle k\,q|e^{-i\theta K_y}|k\,p\rangle ,
$$

with $\hbar=1$ and Condon-Shortley phases: ladder operators have non-negative matrix elements, and $\langle j\,j;k\,J-j|J\,J\rangle>0$, with $j$ written first and $k$ second. Squared, the result gives the classical limit of relative line strengths.

The coefficients are components of an eigenvector of the squared total angular momentum. For large $j$ the matrix of this operator becomes simple. Let $\mathbf j$ and $\mathbf K$ be the operators of the large and the small angular momentum, and $\mathbf J=\mathbf j+\mathbf K$, with quantum numbers $J=j+p$ and $M$. Then

$$
\mathbf J^2=\mathbf j^2+\mathbf K^2+2j_zK_z+j_+K_-+j_-K_+ .
$$

Choose the coefficient of interest by $m_0$ and $q_0$, and fix $M=m_0+q_0$. The states with this $M$ are spanned by $|j,M-q\rangle|k\,q\rangle$. All $2k+1$ of them exist if $|M|\le j-k$, which holds for large $j$ because $\theta$ stays away from the poles. In this basis $|J\,M\rangle$ is a real unit vector $C$ with components $C_q=\langle j,M-q;k\,q|J\,M\rangle$.

Consider the matrix $A$ of $[\mathbf J^2-j(j+1)]/(2j+1)$, where $2j+1=2N$. Since

$$
(j+p)(j+p+1)-j(j+1)=2jp+p^2+p=p(2j+1)+p^2 ,
$$

the vector $C$ satisfies

$$
AC=\lambda_pC,\qquad \lambda_p=p+\frac{p^2}{2N}.
$$

With $m=M-q$, the diagonal elements are

$$
A_{qq}=\frac{k(k+1)+2mq}{2N}.
$$

The operator $j_-K_+$ leads from $q$ to $q+1$. Its large factor is $\sqrt{j(j+1)-m(m-1)}$. Because $j(j+1)=N^2-\frac14$ and $m(m-1)=(m-\frac12)^2-\frac14$, the quarters cancel, and

$$
A_{q+1,q}=\tfrac12\sqrt{k(k+1)-q(q+1)}\;\sqrt{1-\Big(\frac{m-\frac12}{N}\Big)^2}.
$$

The matrix is symmetric, and its other elements vanish. This cancellation is why $N=j+\frac12$ is the natural measure of the length of $\mathbf j$.

Now let $x=\cos\theta=m_0/N$ and compare $A$ with

$$
H=K_z\cos\theta+K_x\sin\theta .
$$

Since $m=m_0+q_0-q$, the diagonal elements differ by

$$
A_{qq}-H_{qq}=\frac{k(k+1)+2q(q_0-q)}{2N}.
$$

In the off-diagonal elements, $A$ contains $\sqrt{1-y^2}$ with $y=x+(q_0-q-\frac12)/N$, where $H$ contains $\sin\theta=\sqrt{1-x^2}$. Multiplying and dividing by the sum of the roots gives

$$
\Big|\sqrt{1-y^2}-\sqrt{1-x^2}\Big|=\frac{|x^2-y^2|}{\sqrt{1-y^2}+\sqrt{1-x^2}}\le\frac{2|x-y|}{\sin\theta}\le\frac{4k+1}{N\sin\theta}.
$$

The size of the matrices is fixed, so $\|A-H\|=O(1/N)$ in the operator norm, uniformly as long as $\sin\theta$ is bounded away from zero.

The eigenvectors of $H$ follow from a rotation. Define $F(\theta)=e^{-i\theta K_y}K_ze^{i\theta K_y}$ and $G(\theta)=e^{-i\theta K_y}K_xe^{i\theta K_y}$. With $[K_y,K_z]=iK_x$ and $[K_y,K_x]=-iK_z$, differentiation gives $F'=G$ and $G'=-F$. The starting values are $F(0)=K_z$ and $G(0)=K_x$, hence $F(\theta)=K_z\cos\theta+K_x\sin\theta=H$. The eigenvalues of $H$ are therefore $p=-k,\dots,k$, with eigenvectors

$$
u=e^{-i\theta K_y}|k\,p\rangle,\qquad u_q=d^k_{qp}(\theta).
$$

They are real, because the matrix of $-iK_y$ is real.

This has a direct geometrical meaning. The large vector points along $\mathbf n$, at angle $\theta$ to the $z$ axis, and $H=\mathbf n\cdot\mathbf K$. The change $p$ in the length of the large vector is the projection of the small one on $\mathbf n$, while $q$ is its projection on $z$. The coupling coefficient becomes the overlap of these two states of the small angular momentum.

To bound the error, use the exact eigenvalue equation:

$$
(H-p)C=(\lambda_p-p)C-(A-H)C .
$$

Since $C$ has unit length, the norm of the right side is at most

$$
\varepsilon=\frac{p^2}{2N}+\|A-H\| .
$$

Write $C=\alpha u+w$ with $w$ perpendicular to $u$. On $w$, the operator $H-p$ has eigenvalues $p'-p$ of magnitude at least 1. Hence $\|w\|\le\|(H-p)C\|\le\varepsilon$. If $\alpha\ge0$, then $1-\alpha\le1-\alpha^2=\|w\|^2$, and

$$
\|C-u\|^2=(1-\alpha)^2+\|w\|^2=2-2\alpha\le2\|w\|^2,
\qquad \|C-u\|\le\sqrt2\,\varepsilon .
$$

It remains to show that $\alpha$ is positive, since an eigenvalue equation does not fix the sign of its eigenvector. The component $q=k$ settles this. Start from the top state,

$$
|J\,J\rangle=\sum_{s=0}^{k-p}c_s\,|j,j-s\rangle|k,p+s\rangle,\qquad c_0>0 .
$$

In $J_+|J\,J\rangle=0$, the coefficient of $|j,j-s\rangle|k,p+s+1\rangle$ must vanish:

$$
c_s\sqrt{(k-p-s)(k+p+s+1)}+c_{s+1}\sqrt{(s+1)(2j-s)}=0 .
$$

The signs of the $c_s$ alternate, so the component $q=k$, for which $s=k-p$, has sign $(-1)^{k-p}$. To reach lower $M$, write $C(m)=\langle j\,m;k\,k|J,m+k\rangle$, put $M=m+k$, and evaluate $\langle j\,m;k\,k|J_-|J,M+1\rangle$ in two ways. Acting to the right, $J_-$ lowers $M+1$ to $M$. Acting to the left it becomes $J_+$, which can raise only $m$, because $K_+|k\,k\rangle=0$. Thus

$$
\sqrt{(J-M)(J+M+1)}\;C(m)=\sqrt{(j-m)(j+m+1)}\;C(m+1).
$$

Both roots are positive for $-j\le m<J-k$, so $C(m)$ keeps the sign $(-1)^{k-p}$ all the way down.

The corresponding element of $d^k$ follows by building spin $k$ from $2k$ spins one-half in a symmetric state. The state $|k\,k\rangle$ has all spins up. In $\langle k\,k|e^{-i\theta K_y}|k\,p\rangle$, let the rotation act to the left, where it turns each up spin into $\cos\frac\theta2|{\uparrow}\rangle-\sin\frac\theta2|{\downarrow}\rangle$. The state $|k\,p\rangle$ is the normalized sum, with equal positive coefficients, of the $\binom{2k}{k-p}$ arrangements with $k-p$ spins down. Therefore

$$
d^k_{kp}(\theta)=(-1)^{k-p}\binom{2k}{k-p}^{1/2}\cos^{k+p}\frac\theta2\,\sin^{k-p}\frac\theta2 .
$$

So $C_k$ and $u_k$ have the same sign, and $u_k\neq0$ inside $(0,\pi)$. Suppose that $\alpha\le0$. Then $C_k$ and $-\alpha u_k$ do not have opposite signs, and $|w_k|=|C_k-\alpha u_k|\ge|\alpha||u_k|$. With $\alpha^2=1-\|w\|^2$ this requires $\varepsilon\ge\sqrt{1-\varepsilon^2}\,|u_k|$. On a closed interval inside $(0,\pi)$, $|u_k|$ has a positive lower bound while $\varepsilon\to0$, so this is impossible for large $N$. Hence $\alpha>0$, and the limit is proved, sign included.

If $k$ is coupled first and $j$ second, the phase convention makes the $q=k$ component of the top state positive instead. The limit then acquires the factor $(-1)^{k-p}$.

For a numerical example take $j=112$ and $m=45$, so that $\cos\theta=45/112.5=0.4$ and $\theta=66.42^\circ$. For $k=1$ the closed form gives

$$
d^1_{11}=\frac{1+\cos\theta}{2}=0.7,\qquad d^1_{10}=-\frac{\sin\theta}{\sqrt2}=-0.648,\qquad d^1_{1,-1}=\frac{1-\cos\theta}{2}=0.3 .
$$

The exact coefficients with $q=1$ are $0.703$, $-0.647$ and $0.296$. Over all nine pairs $(q,p)$ the largest absolute difference is $0.0038$. At $j=337$, $m=135$, where $\cos\theta$ is again $0.4$ and $N$ is three times as large, it is $0.0013$, a third as large, so in this example the error does fall like $1/N$, the rate that the bound guarantees at least. For $k=2$ the two differences are $0.0069$ and $0.0023$.

The bound can be checked on the same case. For $k=1$, $j=112$, the largest $\varepsilon$ is $0.015$, far below the smallest $|u_k|=0.3$, so the sign is secured. The largest distance $\|C-u\|$ is $0.0099$, within the bound $\sqrt2\,\varepsilon=0.022$.

The $\frac12$ in $N$ is not needed for the limit itself. Using $\cos\theta=m/j$ changes the cosine by $m/j-m/N=m/(2jN)$, which is of the same order as the error already present. In the example the largest difference rises from $0.0038$ to $0.0047$.

Near the poles the proof fails, and relative accuracy can be lost. Take $k=\frac12$, $m=j$, $q=-\frac12$, $p=\frac12$. Lowering $|j\,j\rangle|{\uparrow}\rangle$ once gives $\sqrt{2j}\,|j,j-1\rangle|{\uparrow}\rangle+|j\,j\rangle|{\downarrow}\rangle$, whose norm is $\sqrt{2j+1}$. The coefficient is therefore $1/\sqrt{2j+1}$. The rotation matrix gives

$$
\sin\frac\theta2=\sqrt{\frac12\Big(1-\frac{j}{j+\frac12}\Big)}=\frac1{\sqrt{2(2j+1)}} .
$$

Both quantities tend to zero, but their ratio is $\sqrt2$ for every $j$. Their difference is $\big(\tfrac1{\sqrt2}-\tfrac12\big)/\sqrt N\approx0.207/\sqrt N$, so at the pole the absolute error also falls more slowly than $1/N$.

For line strengths, let $T^k_q$ be a tensor operator of integer rank $k$, such as a dipole ($k=1$) or quadrupole ($k=2$) moment. The Wigner-Eckart theorem states that

$$
\langle j+p,m+q|T^k_q|j\,m\rangle=R_p\,\langle j\,m;k\,q|j+p,m+q\rangle ,
$$

where $R_p$ may depend on $j$ and on internal quantum numbers, but not on $m$ or $q$. If $R_p\ne0$, the strength $S_{qp}$, the squared modulus of the matrix element, obeys

$$
\frac{S_{qp}}{|R_p|^2}\longrightarrow\big[d^k_{qp}(\theta)\big]^2 .
$$

For a dipole line with $p=1$ in the example, the limiting strengths for $q=1,0,-1$ are $0.49$, $0.42$ and $0.09$, in units of $|R_1|^2$. The exact values are $0.494$, $0.423$ and $0.092$.

The limiting strengths add to 1, because $d^k$ is orthogonal. For this line, with $p=1$, the exact ones add to slightly more. Let $P_J$ be the projector on total angular momentum $J$. Its trace over the small system alone is rotationally invariant, hence a constant times the unit operator on the $2j+1$ states of the large one. Its full trace is $2J+1$, so

$$
\sum_q\langle j\,m;k\,q|J,m+q\rangle^2=\frac{2J+1}{2j+1}.
$$

Here this is $227/225=1.009$.

A rigid rotor shows what is classical about this limit. Its states are $Y_{lm}$, and we take $T^k_q=Y_{kq}$ and $L=l+p$. The combination $\sum_{m,q}\langle l\,m;k\,q|L\,M\rangle Y_{lm}Y_{kq}$ transforms under rotations like $Y_{LM}$, so it equals $a_LY_{LM}$ with $a_L$ independent of $M$. At the north pole $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$. Setting $M=0$ there gives

$$
a_L=\sqrt{\frac{(2l+1)(2k+1)}{4\pi(2L+1)}}\;\langle l\,0;k\,0|L\,0\rangle .
$$

Orthogonality of the coefficients inverts the combination to $Y_{lm}Y_{kq}=\sum_L\langle l\,m;k\,q|L,m+q\rangle a_LY_{L,m+q}$, so $R_p=a_{l+p}$. The remaining coefficient has $m=0$, that is, $\theta=\pi/2$, and the limit already proved gives

$$
R_p\longrightarrow\sqrt{\frac{2k+1}{4\pi}}\;d^k_{0p}(\pi/2).
$$

Classically, the rotor axis moves uniformly on a great circle whose normal, the direction of the angular momentum, is tilted by $\theta$. Let $\mathbf r'(\psi)=(\cos\psi,\sin\psi,0)$, and let $\mathbf r(\psi)$ be this vector rotated by $\theta$ about the $y$ axis. Applying the inverse rotation to the function instead of the point gives

$$
Y_{kq}(\mathbf r)=\sum_p\langle k\,p|e^{i\theta K_y}|k\,q\rangle\,Y_{kp}(\mathbf r')=\sum_pd^k_{qp}(\theta)\,Y_{kp}(\pi/2,0)\,e^{ip\psi}.
$$

Thus $p$ numbers the harmonics of the motion, and the amplitude of harmonic $p$ is $d^k_{qp}(\theta)Y_{kp}(\pi/2,0)$. The same rotation rule, applied to the north pole with angle $\pi/2$, gives $Y_{kp}(\pi/2,0)=\sqrt{(2k+1)/4\pi}\,d^k_{p0}(\pi/2)$. Moreover $d^k_{p0}(\beta)=d^k_{0p}(-\beta)=(-1)^pd^k_{0p}(\beta)$: the first step is the transpose of a real rotation matrix, and the second follows because a half turn about $z$ reverses $K_y$. The squares agree, so the quantum strengths tend to the squared Fourier amplitudes of the classical motion.

The frequencies agree as well. For rotor energies $E_l=Bl(l+1)=B(N^2-\frac14)$, now with $N=l+\frac12$, the difference computed at the start gives $E_{l+p}-E_l=2BNp+Bp^2$. The classical angular frequency is $dE/dN=2BN$, so the line lies at its $p$-th harmonic up to a relative correction $p/(2N)$.

For the quadrupole component $k=2$ with $l=112$, $m=45$, consider $p=q=2$. The closed form gives $d^2_{20}(\pi/2)=\sqrt6/4$ and $d^2_{22}(\theta)=\cos^4(\theta/2)=0.7^2=0.49$. The classical strength is

$$
\frac{5}{4\pi}\cdot\frac38\cdot0.49^2=0.0358 ,
$$

while direct integration over the three spherical harmonics gives $0.0364$, higher by 1.5% of the classical value. The weak line $p=2$, $q=-2$ has the strengths $0.00121$ (classical) and $0.00131$ (quantum), the quantum value being higher by 8% of the classical one. What is small is the absolute error of the amplitude, so a line with a small amplitude can have a larger relative error. Over all $q$ and $p=0,\pm2$, the largest absolute amplitude error for $k=2$ is $0.0018$, against $0.0057$ at $l=37$, $m=15$, where $N$ is three times smaller. The numerical check covers these $k=2$ components, the eigenvalue equations for $A$ and $H$, the bound on $\|C-u\|$, the sign of the $q=k$ coefficient, the closed form of $d^k_{kp}$, the sum rule, the ratio at the pole and the formula for $a_L$.

## Computed results

```
cos(theta) = 0.4000, theta = 66.422 degrees
Largest |coefficient - d| over all q,p (dimensionless):
  j=12 m=5: k=1 0.035425, k=2 0.065059
  j=37 m=15: k=1 0.011481, k=2 0.020983
  j=112 m=45: k=1 0.003794, k=2 0.006928
  j=337 m=135: k=1 0.001261, k=2 0.002302
k=1, j=112, m=45 (dimensionless): coefficient, d, their squares
  q=-1 p=-1: +0.69710 +0.70000  0.48595 0.49000
  q=-1 p=+0: +0.64944 +0.64807  0.42178 0.42000
  q=-1 p=+1: +0.30376 +0.30000  0.09227 0.09000
  q=+0 p=-1: -0.64608 -0.64807  0.41742 0.42000
  q=+0 p=+0: +0.40000 +0.40000  0.16000 0.16000
  q=+0 p=+1: +0.65006 +0.64807  0.42258 0.42000
  q=+1 p=-1: +0.29621 +0.30000  0.08774 0.09000
  q=+1 p=+0: -0.64670 -0.64807  0.41822 0.42000
  q=+1 p=+1: +0.70288 +0.70000  0.49404 0.49000
Largest k=1 error, j=112, using cos(theta)=m/j: 0.004655
k=1, j=112: largest eps 0.01523, sqrt(2)*eps 0.02154
  largest |C-u| 0.00993, smallest |u_k| 0.30000
Pole ratio coefficient/d, j=50 and 200: 1.414214, 1.414214
Rotor l=112, m=45, k=2 (dimensionless): quantum, classical strength
  p=-2 q=-2: 0.035276 0.035825
  p=-2 q=-1: 0.061390 0.061414
  p=-2 q=+0: 0.039210 0.039480
  p=-2 q=+1: 0.010892 0.011280
  p=-2 q=+2: 0.001110 0.001209
  p=+0 q=-2: 0.026765 0.026320
  p=+0 q=-1: 0.019696 0.020054
  p=+0 q=+0: 0.006725 0.006724
  p=+0 q=+1: 0.020418 0.020054
  p=+0 q=+2: 0.025874 0.026320
  p=+2 q=-2: 0.001310 0.001209
  p=+2 q=-1: 0.011665 0.011280
  p=+2 q=+0: 0.039745 0.039480
  p=+2 q=+1: 0.061442 0.061414
  p=+2 q=+2: 0.036368 0.035825
Largest rotor amplitude error: l=37 0.005681, l=112 0.001844
```
